# Squared-gradient minimization of SCF energies: conditioning and spurious minima: a program that tests the result

```python
# Squared-gradient minimization (SGM): Delta = |g|^2, g = orbital gradient of the SCF
# energy E, H = orbital Hessian (eigenvalues lambda), T = third derivatives. Atomic units.
# Tested: grad Delta = 2 H g; Hess Delta = 2 H^2 + 2 g.T (2 H^2 where g = 0); the condition
# number kappa = max|lambda|/min|lambda| is squared; points with H g = 0, g != 0 are stationary
# for Delta, and are minima only sometimes, e.g. just past a fold of SCF solutions.
# Part 1: water RHF/STO-3G, orbitals C exp(X), X_ai = k_ai = -X_ia.
# Part 2: H2 UHF/STO-3G in an axial field F, orbitals cos(t) sigma_g + sin(t) sigma_u with
# t = alpha, beta; x = 2t on the line alpha = beta; A, B, K, Q = K - B, d as computed below.
import numpy as np, sympy as sp
from scipy.linalg import expm
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.constants import physical_constants as pc
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True
rng = np.random.default_rng(1)
EV = pc['Hartree energy in eV'][0]
V_PER_NM = pc['atomic unit of electric field'][0] * 1e-9
def fmt(v): return ' '.join(f'{t:.5g}' for t in np.atleast_1d(v))
def fd_grad(f, n, h):
    return np.array([(f(h*e) - f(-h*e))/(2*h) for e in np.eye(n)])
def fd_hess(f, n, h):
    I = np.eye(n); M = np.zeros((n, n))
    for i in range(n):
        for j in range(i, n):
            p, m = h*(I[i]+I[j]), h*(I[i]-I[j])
            M[i, j] = M[j, i] = (f(p) - f(m) - f(-m) + f(-p))/(4*h*h)
    return M

# ---------------- Part 1: water ----------------
r, ang = 1.8, 104.0
y, z = r*np.sin(np.radians(ang/2)), r*np.cos(np.radians(ang/2))
mol = gto.M(atom=[['O', (0, 0, 0)], ['H', (0, y, z)], ['H', (0, -y, z)]], unit='Bohr',
            basis='sto-3g', symmetry=True, verbose=0)
hc = mol.intor('int1e_kin') + mol.intor('int1e_nuc'); eri = mol.intor('int2e')
nb, no = 7, 5; nv = nb - no; N = no*nv
G = (eri - 0.5*eri.transpose(0, 2, 1, 3)).reshape(nb*nb, nb*nb)
def fock(C):
    D = 2*C[:, :no] @ C[:, :no].T
    return hc + (G @ D.ravel()).reshape(nb, nb), D
def energy(C):
    F, D = fock(C); return 0.5*np.sum(D*(hc + F)) + mol.energy_nuc()
def grad(C): return 4*(C[:, no:].T @ fock(C)[0] @ C[:, :no]).ravel()
def rot(C, k):
    X = np.zeros((nb, nb)); X[no:, :no] = k.reshape(nv, no); X[:no, no:] = -k.reshape(nv, no).T
    return C @ expm(X)
def hess(C):
    F = C.T @ fock(C)[0] @ C
    m = np.einsum('pqrs,pi,qj,rk,sl->ijkl', eri, C, C, C, C, optimize=True)
    o, v = slice(0, no), slice(no, nb)
    H = (np.einsum('ab,ij->aibj', F[v, v], np.eye(no)) - np.einsum('ab,ij->aibj', np.eye(nv), F[o, o])
         + 4*m[v, o, v, o] - np.einsum('abij->aibj', m[v, v, o, o]) - np.einsum('ajbi->aibj', m[v, o, v, o]))
    return 4*H.reshape(N, N)
def delta(C): g = grad(C); return g @ g
def hg_fd(C, g, h=1e-4):
    s = np.linalg.norm(g); n = g/s
    return s*(grad(rot(C, h*n)) - grad(rot(C, -h*n)))/(2*h)
def solution(excited):
    mf = scf.RHF(mol); mf.conv_tol = 1e-11
    if excited:   # a1 block has 4 functions, in-plane b block 2, out-of-plane b block 1
        nel = {4: 8, 2: 2, 1: 0}
        mf.irrep_nelec = {n: nel[s.shape[1]] for n, s in zip(mol.irrep_name, mol.symm_orb)}
    e = mf.kernel(); assert mf.converged
    C = np.asarray(mf.mo_coeff)[:, np.argsort(-mf.mo_occ, kind='stable')]
    for _ in range(4): C = rot(C, -np.linalg.solve(hess(C), grad(C)))
    F = C.T @ fock(C)[0] @ C
    eo, Uo = np.linalg.eigh(F[:no, :no]); ev, Uv = np.linalg.eigh(F[no:, no:])
    C = np.hstack([C[:, :no] @ Uo, C[:, no:] @ Uv])
    assert abs(energy(C) - e) < 1e-8 and np.linalg.norm(grad(C)) < 1e-10
    return C, 4*(ev[:, None] - eo[None, :]).ravel()
def mode_test(C0, H, M, step, alpha, n):
    # real nonlinear iteration against g <- (1 - alpha M) g, resolved on eigenvectors of M
    w, U = np.linalg.eigh(M)
    C = rot(C0, np.linalg.solve(H, U @ (1e-7*rng.choice([-1., 1.], N))))
    c0 = U.T @ grad(C)
    for _ in range(n): C = rot(C, -alpha*step(C, grad(C)))
    ratio = (U.T @ grad(C))/c0; pred = (1 - alpha*w)**n
    assert np.max(np.abs(ratio - pred)/np.maximum(1, np.abs(pred))) < 2e-3
    return ratio
def rate_test(label, C0, H, M, step, c):
    w = np.linalg.eigvalsh(M); rho = (c - 1)/(c + 1)
    n = int(min(800, max(5, -3/np.log(rho))))
    ratio = mode_test(C0, H, M, step, 2/(w[0] + w[-1]), n)
    pred, meas = -np.log(10)/np.log(rho), -np.log(10)*n/np.log(abs(ratio[0]))
    assert abs(meas/pred - 1) < 0.05
    print(f'  {label}: cond {c:.5g}, iterations/decade predicted {pred:.5g}, measured {meas:.5g}')

print(f'water RHF/STO-3G: r(OH) = {r} bohr, angle = {ang} deg, rotations = {N}')
Cg, Dg = solution(False); Cx, Dx = solution(True)
Cr = rot(Cg, 0.2*rng.standard_normal(N)); g, H = grad(Cr), hess(Cr)
assert np.allclose(fd_grad(lambda k: energy(rot(Cr, k)), N, 1e-4), g, atol=1e-5)
assert np.allclose(fd_hess(lambda k: energy(rot(Cr, k)), N, 5e-4), H, atol=1e-3)
err = np.linalg.norm(fd_grad(lambda k: delta(rot(Cr, k)), N, 1e-5) - 2*H @ g)/np.linalg.norm(2*H @ g)
assert err < 1e-6
Cm = np.hstack([Cr[:, :no] @ np.linalg.qr(rng.standard_normal((no, no)))[0],
                Cr[:, no:] @ np.linalg.qr(rng.standard_normal((nv, nv)))[0]])
assert abs(delta(Cm)/delta(Cr) - 1) < 1e-10
e1, e2 = (np.linalg.norm(hg_fd(Cr, g, h) - H @ g) for h in (0.02, 0.01))
assert abs(e1/e2 - 4) < 0.05
print(f'random point: |g| = {np.linalg.norm(g):.5g} Eh, |2Hg| = {np.linalg.norm(2*H@g):.6g} Eh^2, rel. error {err:.1e}')
print(f'two-point Hg error ratio, h = 0.02 vs 0.01: {e1/e2:.4f}')
for name, C0, D in (('ground', Cg, Dg), ('1b1^2->4a1^2', Cx, Dx)):
    H = hess(C0); lam = np.linalg.eigvalsh(H)
    mu = np.linalg.eigvalsh(fd_hess(lambda k: delta(rot(C0, k)), N, 1e-5))
    assert np.allclose(mu, np.sort(2*lam**2), rtol=1e-3) and mu[0] > 0
    kap = np.abs(lam).max()/np.abs(lam).min()
    assert abs(mu[-1]/mu[0]/kap**2 - 1) < 2e-3
    print(f'{name}: E = {energy(C0):.8f} Eh, index = {np.sum(lam < 0)}')
    print('  lambda(H) / Eh:', fmt(lam[:5])); print('   ...', fmt(lam[5:]))
    print(f'  Hess Delta by differences: min {mu[0]:.5g}, max {mu[-1]:.6g} Eh^2')
    print(f'  kappa = {kap:.5g}, kappa^2 = {kap**2:.5g}, cond(Hess Delta) = {mu[-1]/mu[0]:.5g}')
    if name == 'ground':
        assert lam[0] > 0
        rate_test('descent on E', C0, H, H, lambda C, g: g, kap)
    else:
        assert lam[0] < 0
        ratio = mode_test(C0, H, H, lambda C, g: g, 1/lam[-1], 40)
        assert ratio[0] > 1
        print(f'  descent on E, 40 steps of 1/lambda_max: growth {ratio[0]:.5g}, predicted {(1-lam[0]/lam[-1])**40:.5g}')
    rate_test('SGM', C0, H, 2*H @ H, lambda C, g: 2*hg_fd(C, g), kap**2)
    sv = np.linalg.svd(H/D[None, :], compute_uv=False)
    rate_test('SGM, D^-2', C0, H, 2*H @ np.diag(D**-2.0) @ H, lambda C, g: 2*hg_fd(C, g)/D**2, (sv[0]/sv[-1])**2)
dE = energy(Cx) - energy(Cg)
print(f'excitation energy = {dE:.6f} Eh = {dE*EV:.4f} eV')

# ---------------- Part 2: H2 in a field ----------------
R, F_lo, F_hi = 4.0, 0.05, 0.09
h2 = gto.M(atom=[['H', (0, 0, -R/2)], ['H', (0, 0, R/2)]], unit='Bohr', basis='sto-3g', verbose=0)
S = h2.intor('int1e_ovlp')[0, 1]; h0 = h2.intor('int1e_kin') + h2.intor('int1e_nuc')
zz = h2.intor('int1e_r')[2]; er = h2.intor('int2e')
sg = np.array([1, 1])/np.sqrt(2*(1+S)); su = np.array([-1, 1])/np.sqrt(2*(1-S))
def orb(t): return np.cos(t)*sg + np.sin(t)*su
def coul(a): return np.einsum('pqrs,r,s->pq', er, a, a)
def E_ao(p, F):
    a, b = orb(p[0]), orb(p[1]); h = h0 + F*zz
    return a @ h @ a + b @ h @ b + a @ coul(b) @ a + 1/R
def g_ao(p, F):   # from the two spin Fock matrices
    a, b = orb(p[0]), orb(p[1]); h = h0 + F*zz
    return 2*np.array([orb(p[0]+np.pi/2) @ (h + coul(b)) @ a, orb(p[1]+np.pi/2) @ (h + coul(a)) @ b])
def D_ao(p, F): g = g_ao(p, F); return g @ g
def line(x): return np.array([x/2, x/2])
hg, hu, d = sg @ h0 @ sg, su @ h0 @ su, sg @ zz @ su
Jgg, Juu, Jgu, K = sg @ coul(sg) @ sg, su @ coul(su) @ su, sg @ coul(su) @ sg, np.einsum('pqrs,p,q,r,s', er, sg, su, sg, su)
A = (hg-hu)/2 + (Jgg-Juu)/4; B = (Jgg+Juu-2*Jgu)/4; Q = K - B
E0 = hg + hu + (Jgg+Juu+2*Jgu)/4 + 1/R
al, be, Fs = sp.symbols('al be F'); v = (al, be)
Es = (E0 + A*(sp.cos(2*al)+sp.cos(2*be)) + B*sp.cos(2*al)*sp.cos(2*be)
      + K*sp.sin(2*al)*sp.sin(2*be) + Fs*d*(sp.sin(2*al)+sp.sin(2*be)))
def lam3(e):
    f = sp.lambdify((al, be, Fs), e, 'numpy'); return lambda p, F: np.array(f(p[0], p[1], F), float)
E_f = lam3(Es); g_f = lam3([Es.diff(i) for i in v])
H_f = lam3([[Es.diff(i, j) for j in v] for i in v])
T_f = lam3([[[Es.diff(i).diff(j).diff(k) for k in v] for j in v] for i in v])
def HD_f(p, F): H = H_f(p, F); return 2*H @ H + 2*np.einsum('k,kij->ij', g_f(p, F), T_f(p, F))
for _ in range(5):
    p = rng.uniform(0, np.pi, 2)
    assert abs(E_ao(p, F_hi) - E_f(p, F_hi)) < 1e-12 and np.allclose(g_ao(p, F_hi), g_f(p, F_hi), atol=1e-12)
    M = fd_hess(lambda k: D_ao(p+k, F_hi), 2, 1e-4); H = H_f(p, F_hi)
    assert np.allclose(M, HD_f(p, F_hi), atol=1e-5) and np.abs(M - 2*H @ H).max() > 1e-3
print(f'H2 STO-3G: R = {R} bohr, S = {S:.6f}, d = {d:.6f} bohr, E0 = {E0:.6f} Eh')
print(f'hg, hu = {hg:.6f} {hu:.6f} Eh; Jgg, Juu, Jgu = {Jgg:.6f} {Juu:.6f} {Jgu:.6f} Eh')
print(f'A, B, K, Q = {A:.6f} {B:.6f} {K:.6f} {Q:.6f} Eh')
assert A < 0 and -A < Q and F_hi*d < Q
Fc = (Q**(2/3) - abs(A)**(2/3))**1.5/d; xc = np.pi + np.arctan((Fc*d/abs(A))**(1/3))
def top(F):
    return -minimize_scalar(lambda x: -g_ao(line(x), F)[0], bounds=(np.pi, 1.5*np.pi),
                            method='bounded', options={'xatol': 1e-10}).fun
Fc_num = brentq(top, 0.03, 0.1, xtol=1e-13)
assert abs(Fc_num - Fc) < 1e-9 and F_lo < Fc < F_hi
print(f'fold: Fc = {Fc:.7f} au = {Fc*V_PER_NM:.3f} V/nm (search {Fc_num:.7f} au), xc = {xc:.6f} rad')
xs = np.linspace(0.001, 0.001 + 2*np.pi, 1501)
cnt = [int(np.sum(np.diff(np.sign([g_ao(line(x), F)[0] for x in xs])) != 0)) for F in (F_lo, F_hi)]
assert cnt == [4, 2]
print(f'solutions on the line: {cnt[0]} at F = {F_lo} au, {cnt[1]} at F = {F_hi} au')
n1, t1 = np.array([1, 1])/np.sqrt(2), np.array([1, -1])/np.sqrt(2)
Tc = 2*np.sqrt(2)*(-3*Q*np.sin(2*xc)); s = 1e-3
quart = (D_ao(line(xc)+s*n1, Fc) + D_ao(line(xc)-s*n1, Fc))/(2*s**4)
assert abs(quart/(Tc**2/4) - 1) < 1e-3
print(f'at fold: T = {Tc:.6f} Eh, T^2/4 = {Tc**2/4:.6f}, Delta/s^4 = {quart:.6f} Eh^2')
b2 = 8*(d*np.cos(xc))**2; dev = []
for dF in (1e-3, 1e-4):
    q = 2*top(Fc+dF)**2/dF**2; dev.append(abs(q/b2 - 1))
    print(f'ghost Delta/dF^2 at dF = {dF:g} au: {q:.5f}; limit 8 d^2 cos^2 xc = {b2:.5f} bohr^2')
assert dev[1] < 5e-3 and dev[1] < 0.2*dev[0]
print(f'inflections at F = {F_hi} au: x/rad, E/Eh, |g|/Eh, lambda_t/Eh, Hess Delta along n and t /Eh^2')
for qd in range(4):
    x = brentq(lambda x: n1 @ H_f(line(x), F_hi) @ n1, qd*np.pi/2, (qd+1)*np.pi/2, xtol=1e-14)
    p = line(x); g = g_ao(p, F_hi); gn = np.linalg.norm(g)
    assert gn > 1e-2 and np.linalg.norm(fd_grad(lambda k: D_ao(p+k, F_hi), 2, 1e-5)) < 1e-8
    M = fd_hess(lambda k: D_ao(p+k, F_hi), 2, 1e-4); n = g/gn
    assert np.allclose(M, HD_f(p, F_hi), atol=1e-5)
    assert abs(n @ M @ n - 2*gn*np.einsum('ijk,i,j,k', T_f(p, F_hi), n, n, n)) < 1e-5
    lt = -4*(A*np.cos(x) + F_hi*d*np.sin(x) + B + K)
    assert abs(lt - t1 @ fd_hess(lambda k: E_ao(p+k, F_hi), 2, 1e-3) @ t1) < 1e-5
    is_min = np.linalg.eigvalsh(M)[0] > 0
    assert is_min == (qd == 2)
    if is_min: ghost = p
    print(' ', fmt([x, E_ao(p, F_hi), gn, lt, n1 @ M @ n1, t1 @ M @ t1]), 'minimum' if is_min else 'not a minimum')
def sgm2(p, F, h=1e-4):
    for _ in range(1500):
        g = g_ao(p, F); s = np.linalg.norm(g)
        if s < 1e-13: break
        p = p - 0.2*s*(g_ao(p+h*g/s, F) - g_ao(p-h*g/s, F))/h
    return p
start = np.array([np.pi/2 + 0.02, np.pi/2 - 0.02])
print('SGM start alpha, beta / rad:', fmt(start), '; step 0.2 Eh^-2')
p = sgm2(start, F_lo); lam = np.linalg.eigvalsh(H_f(p, F_lo))
assert np.linalg.norm(g_ao(p, F_lo)) < 1e-8 and lam[0] < 0 < lam[1]
print(f'F = {F_lo}: end {fmt(p)} rad, E = {E_ao(p, F_lo):.6f} Eh, lambda = {fmt(lam)} Eh')
p = sgm2(start, F_hi)
assert np.allclose(p, ghost, atol=1e-6)
print(f'F = {F_hi}: end {fmt(p)} rad, |g| = {np.linalg.norm(g_ao(p, F_hi)):.6f} Eh, Delta = {D_ao(p, F_hi):.6f} Eh^2')
W = np.array([1.0, 1.5])
res = minimize(lambda q: g_ao(q, F_hi)**2 @ W, ghost, method='Nelder-Mead',
               options={'initial_simplex': [ghost, ghost+[0.01, 0], ghost+[0, 0.01]],
                        'xatol': 1e-10, 'fatol': 1e-16, 'maxiter': 2000})
pw = res.x; H = H_f(pw, F_hi); shift = np.linalg.norm(pw - ghost)
assert res.fun > 1e-4 and 1e-3 < shift < 0.2
assert abs(np.linalg.det(H)) < 1e-5 and np.linalg.norm(H @ (W*g_f(pw, F_hi))) < 1e-6
assert np.linalg.norm(H @ g_f(pw, F_hi)) > 1e-3
print(f'norm W = diag({fmt(W)}): ghost at {fmt(pw)} rad, shift {shift:.5f} rad, gWg = {res.fun:.6f} Eh^2')
print('all good')
```

Output:

```
water RHF/STO-3G: r(OH) = 1.8 bohr, angle = 104.0 deg, rotations = 10
random point: |g| = 9.317 Eh, |2Hg| = 1470.34 Eh^2, rel. error 1.9e-10
two-point Hg error ratio, h = 0.02 vs 0.01: 4.0000
ground: E = -74.96233669 Eh, index = 0
  lambda(H) / Eh: 2.1186 2.3441 2.5318 3.0896 3.573
   ... 4.7501 6.3257 6.7425 80.574 80.735
  Hess Delta by differences: min 8.9773, max 13036.2 Eh^2
  kappa = 38.107, kappa^2 = 1452.1, cond(Hess Delta) = 1452.1
  descent on E: cond 38.107, iterations/decade predicted 43.862, measured 43.862
  SGM: cond 1452.1, iterations/decade predicted 1671.8, measured 1671.8
  SGM, D^-2: cond 4.3894, iterations/decade predicted 4.9648, measured 4.9648
1b1^2->4a1^2: E = -73.83712904 Eh, index = 1
  lambda(H) / Eh: -2.4478 0.46661 0.7315 1.3151 3.8336
   ... 4.5386 4.7485 6.4191 78.29 82.099
  Hess Delta by differences: min 0.43546, max 13480.4 Eh^2
  kappa = 175.95, kappa^2 = 30957, cond(Hess Delta) = 30957
  descent on E, 40 steps of 1/lambda_max: growth 3.2387, predicted 3.2387
  SGM: cond 30957, iterations/decade predicted 35640, measured 35640
  SGM, D^-2: cond 538.93, iterations/decade predicted 620.46, measured 620.46
excitation energy = 1.125208 Eh = 30.6185 eV
H2 STO-3G: R = 4.0 bohr, S = 0.098133, d = 2.009700 bohr, E0 = -0.661129 Eh
hg, hu = -0.756849 -0.667440 Eh; Jgg, Juu, Jgu = 0.502616 0.525855 0.512086 Eh
A, B, K, Q = -0.050514 0.001075 0.265128 0.264053 Eh
fold: Fc = 0.0717328 au = 36.886 V/nm (search 0.0717328 au), xc = 4.098316 rad
solutions on the line: 4 at F = 0.05 au, 2 at F = 0.09 au
at fold: T = -2.110316 Eh, T^2/4 = 1.113358, Delta/s^4 = 1.113357 Eh^2
ghost Delta/dF^2 at dF = 0.001 au: 10.66038; limit 8 d^2 cos^2 xc = 10.72755 bohr^2
ghost Delta/dF^2 at dF = 0.0001 au: 10.72085; limit 8 d^2 cos^2 xc = 10.72755 bohr^2
inflections at F = 0.09 au: x/rad, E/Eh, |g|/Eh, lambda_t/Eh, Hess Delta along n and t /Eh^2
  0.65203 -0.42362 0.85356 -1.3432 -6.6038 1.9241 not a minimum
  2.6217 -0.32748 0.69502 -1.5996 -4.6179 4.0806 not a minimum
  4.1868 -0.7247 0.056127 -0.54035 0.20571 0.49857 minimum
  5.1059 -0.80765 0.20028 -0.31914 -0.79606 0.25513 not a minimum
SGM start alpha, beta / rad: 1.5908 1.5508 ; step 0.2 Eh^-2
F = 0.05: end 1.8253 1.8253 rad, E = -0.607063 Eh, lambda = -1.0454 0.57401 Eh
F = 0.09: end 2.0934 2.0934 rad, |g| = 0.056127 Eh, Delta = 0.003150 Eh^2
norm W = diag(1 1.5): ghost at 2.1106 2.0765 rad, shift 0.02409 rad, gWg = 0.003755 Eh^2
all good
```
